\section*{The Time-Dependent Hartree–Fock Equation and Its Conservation Laws}

\section{What to monitor in a propagation}

A real-time Hartree--Fock calculation needs a time step and a rule for rebuilding the Fock matrix. To judge these choices one must know which drifts the equation of motion forbids, and which of the forbidden drifts a faulty calculation could still show. The electron number turns out to be a weak monitor: it survives even when the Fock matrix is wrongly held fixed. The energy under a static Hamiltonian is more demanding, because its conservation depends on the Fock matrix following the density. It tests the rule for the Fock matrix, but it need not test the time step.

\section{Setting and theorem}

Atomic units are used, with $\hbar=1$. Let $\chi_1,\dots,\chi_K$ be a fixed, finite, orthonormal set of spin orbitals with annihilation operators $a_p$. The Hamiltonian is
\begin{equation}
H(t)=\sum_{pq}h_{pq}(t)\,a_p^\dagger a_q
+\frac12\sum_{pqrs}(pq|rs)\,a_p^\dagger a_r^\dagger a_s a_q ,
\label{eq:H}
\end{equation}
where $h(t)$ is Hermitian and continuous in time. In $(pq|rs)$ the functions $\chi_p^*\chi_q$ belong to electron 1 and $\chi_r^*\chi_s$ to electron 2. The interaction is static, and
\begin{equation}
(pq|rs)=(rs|pq),\qquad (pq|rs)^*=(qp|sr).
\label{eq:sym}
\end{equation}

The trial state is $\Psi=c\,\Phi$, with a complex number $c\neq0$ and a determinant $\Phi=b_1^\dagger\cdots b_N^\dagger|0\rangle$ of orthonormal orbitals $\varphi_i$, where $1\le N<K$. Both $c$ and the $\varphi_i$ are continuously differentiable in time. Indices $i,j$ denote occupied orbitals, $a$ denotes orbitals that complete the basis (virtual orbitals), and $m,n,k,l$ denote either kind. The density matrix is
\begin{equation}
D_{pq}=\langle\Phi|a_q^\dagger a_p|\Phi\rangle,
\qquad D=\sum_i|\varphi_i\rangle\langle\varphi_i| .
\label{eq:D}
\end{equation}
The second form follows by expanding $a_p$ and $a_q^\dagger$ in the $b_m$ and $b_m^\dagger$, since $\langle b_m^\dagger b_n\rangle$ is $\delta_{mn}$ for occupied $m$ and zero otherwise. Thus $D$ is the projector onto the occupied space. Define
\begin{equation}
F(D)=h+G(D),\qquad
G_{pq}(D)=\sum_{rs}\bigl[(pq|rs)-(ps|rq)\bigr]D_{sr},
\label{eq:F}
\end{equation}
where the first term of $G$ is the Coulomb field of the electrons and the second is exchange.

\paragraph{Theorem.}
Suppose $\Psi(t)$ satisfies the Dirac--Frenkel condition
\begin{equation}
\langle\delta\Psi|\,i\partial_t-H(t)\,|\Psi\rangle=0
\label{eq:DF}
\end{equation}
for every variation $\delta\Psi$ tangent to the set of trial states. Then
\begin{equation}
i\dot D=[F(D),D].
\label{eq:TDHF}
\end{equation}
Every solution of (\ref{eq:TDHF}) that starts from a Hermitian $D(0)$ with $D(0)^2=D(0)$ and $\operatorname{tr}D(0)=N$ keeps these three properties. If $h$ is differentiable, the energy
\begin{equation}
E=\operatorname{tr}(hD)+\tfrac12\operatorname{tr}\bigl(G(D)D\bigr)
\label{eq:E}
\end{equation}
obeys $\dot E=\operatorname{tr}(\dot hD)$, and it is constant when $h$ is static.

\section{From the variational condition to the density matrix}

\paragraph{Lemma 1 (tangent space).}
The tangent vectors at $\Psi$ form the complex span of $\Phi$ and the single excitations $\Phi_i^a=b_a^\dagger b_i\Phi$. Its dimension is $1+N(K-N)$.

\emph{Proof.} Vary $c$ and each orbital in turn, and expand $\delta\varphi_i$ in the full basis. A component along another occupied orbital vanishes, because that orbital then occurs twice. A component along $\varphi_i$ reproduces $\Phi$. Hence
\begin{equation}
\delta\Psi=\Bigl(\delta c+c\sum_i\langle\varphi_i|\delta\varphi_i\rangle\Bigr)\Phi
+c\sum_{ia}\langle\varphi_a|\delta\varphi_i\rangle\,\Phi_i^a .
\label{eq:tangent}
\end{equation}
Orthonormality of the occupied orbitals does not restrict $\langle\varphi_a|\delta\varphi_i\rangle$, and $\delta c$ is free, so all complex coefficients occur. $\square$

Condition (\ref{eq:DF}) therefore makes $i\partial_t\Psi$ the orthogonal projection of $H\Psi$ onto this space. The choice $\delta\Psi=\Psi$ gives $i\langle\Psi|\dot\Psi\rangle=\langle\Psi|H|\Psi\rangle$. The right side is real, so $d\langle\Psi|\Psi\rangle/dt=2\,\mathrm{Re}\,\langle\Psi|\dot\Psi\rangle=0$. The norm is constant, and this choice otherwise fixes a phase that $D$ does not contain.

\paragraph{Lemma 2.}
$\langle\Phi_i^a|H|\Phi\rangle=F_{ai}=\langle\varphi_a|F(D)|\varphi_i\rangle$.

\emph{Proof.} Write $H$ in the orbitals $\varphi_m$; its form is unchanged by this unitary change of basis. The bra is $\langle\Phi|b_i^\dagger b_a$, and $b_a\Phi=0$. Moving $b_a$ to the right in the one-electron term gives
\begin{equation}
\sum_{mn}h_{mn}\langle b_i^\dagger b_a b_m^\dagger b_n\rangle
=\sum_n h_{an}\langle b_i^\dagger b_n\rangle=h_{ai}.
\end{equation}
For the interaction, use
\begin{equation}
b_a b_m^\dagger b_k^\dagger
=\delta_{am}b_k^\dagger-\delta_{ak}b_m^\dagger+b_m^\dagger b_k^\dagger b_a .
\end{equation}
The last term contributes nothing, since $b_a$ anticommutes through $b_lb_n$ and annihilates $\Phi$. For occupied $i,k$,
\begin{equation}
\langle b_i^\dagger b_k^\dagger b_l b_n\rangle
=\delta_{in}\delta_{kl}-\delta_{il}\delta_{kn},
\label{eq:pair}
\end{equation}
and the average vanishes for virtual $k$. The two remaining terms are, with $j$ running over occupied orbitals,
\begin{align}
&\tfrac12\sum_j\bigl[(ai|jj)-(aj|ji)\bigr]
-\tfrac12\sum_j\bigl[(ji|aj)-(jj|ai)\bigr]\nonumber\\
&\qquad=\sum_j\bigl[(ai|jj)-(aj|ji)\bigr].
\end{align}
The equality uses $(ji|aj)=(aj|ji)$ and $(jj|ai)=(ai|jj)$; the two equal halves cancel the factor $\tfrac12$ in $H$. By (\ref{eq:F}), with $D$ diagonal in these orbitals, the result is $G_{ai}(D)$. $\square$

\paragraph{Proof of the equation of motion.}
Choose $\delta\Psi=\Phi_i^a$ in (\ref{eq:DF}). The time derivative of $\Psi$ has the form (\ref{eq:tangent}) with $\delta$ replaced by $\partial_t$, so $\langle\Phi_i^a|\dot\Psi\rangle=c\langle\varphi_a|\dot\varphi_i\rangle$. Dividing by $c$ and using Lemma 2 gives $i\langle\varphi_a|\dot\varphi_i\rangle=F_{ai}$. Multiplication by $|\varphi_a\rangle$ and summation over $a$ give
\begin{equation}
i(1-D)|\dot\varphi_i\rangle=(1-D)F|\varphi_i\rangle .
\label{eq:orb}
\end{equation}
This determines how the occupied space turns into the virtual space. It leaves rotations within the occupied space open.

Those rotations do not affect $D$. In
\begin{equation}
\dot D=\sum_i\bigl(|\dot\varphi_i\rangle\langle\varphi_i|
+|\varphi_i\rangle\langle\dot\varphi_i|\bigr)
\end{equation}
the occupied part of the orbital derivatives contributes
\begin{equation}
\sum_{ij}|\varphi_j\rangle
\bigl(\langle\varphi_j|\dot\varphi_i\rangle+\langle\dot\varphi_j|\varphi_i\rangle\bigr)
\langle\varphi_i|=0,
\end{equation}
because the bracket is the time derivative of $\delta_{ji}$. The matrix $F(D)$ is Hermitian, because $h$ and $D$ are Hermitian and $G(D)^\dagger=G(D^\dagger)$ by Lemma 3 below, whose proof uses only (\ref{eq:sym}). For the virtual part, (\ref{eq:orb}) and its adjoint then give
\begin{align}
\dot D&=-i(1-D)FD+iDF(1-D),\\
i\dot D&=FD-DFD-DF+DFD=[F,D].
\end{align}
This is (\ref{eq:TDHF}). $\square$

\paragraph{Remark (the converse).}
Let the orbitals obey $i\dot\varphi_i=F\varphi_i$. Then $i\partial_t\Psi=(i\dot c+c\operatorname{tr}(FD))\Phi+c\sum_{ia}F_{ai}\Phi_i^a$. The projection of $H\Psi$ has the same single excitations, while its coefficient of $\Phi$ is $c\langle H\rangle$. Equation (\ref{eq:pair}) gives $\langle H\rangle=E$, so (\ref{eq:DF}) holds if
\begin{equation}
i\dot c=\bigl(E-\operatorname{tr}(FD)\bigr)c=-\tfrac12\operatorname{tr}\bigl(G(D)D\bigr)c .
\end{equation}
The prefactor removes the double counting of the interaction in the orbital phases.

\section{Conservation laws}

\paragraph{Lemma 3.}
For matrices $A,B$, one has $G(A)^\dagger=G(A^\dagger)$ and $\operatorname{tr}(G(A)B)=\operatorname{tr}(G(B)A)$.

\emph{Proof.} By (\ref{eq:sym}),
\begin{equation}
G_{qp}(A)^*=\sum_{rs}\bigl[(pq|sr)-(pr|sq)\bigr](A^\dagger)_{rs}.
\end{equation}
Exchanging the names $r$ and $s$ gives $G_{pq}(A^\dagger)$. For the second claim,
\begin{equation}
\operatorname{tr}(G(A)B)=\sum_{pqrs}\bigl[(pq|rs)-(ps|rq)\bigr]A_{sr}B_{qp}.
\end{equation}
Exchange $p$ with $r$ and $q$ with $s$. The bracket is unchanged by (\ref{eq:sym}), while $A$ and $B$ trade places. $\square$

\paragraph{Hermiticity and existence.}
The right side of (\ref{eq:TDHF}) is quadratic in $D$ and continuous in time, so a solution exists locally and is unique. Taking the adjoint of (\ref{eq:TDHF}) and using Lemma 3 gives $i\,dD^\dagger/dt=[F(D^\dagger),D^\dagger]$. Since $D^\dagger$ and $D$ start equal, they remain equal, and $F(D(t))$ is Hermitian.

Now define $U$ by $i\dot U=F(D(t))U$ and $U(0)=1$. Hermiticity of $F$ makes $U$ unitary, and
\begin{equation}
\frac{d}{dt}(U^\dagger DU)=U^\dagger\bigl(i[F,D]+\dot D\bigr)U=0,
\qquad D(t)=U D(0)U^\dagger .
\label{eq:U}
\end{equation}
All eigenvalues of $D$ are constant. The norm of $D$ is therefore bounded, and the solution continues for as long as $h(t)$ is defined and continuous.

\paragraph{Idempotency and particle number.}
Put $X=D^2-D$. The product rule, with the order of factors kept, gives
\begin{equation}
i\dot X=[F,D]D+D[F,D]-[F,D]=[F,D^2]-[F,D]=[F,X].
\end{equation}
Along the given trajectory this is a linear homogeneous equation for $X$. Since $X(0)=0$, uniqueness gives $X(t)=0$: the state remains a single determinant. The number of electrons is constant because
\begin{equation}
i\frac{d}{dt}\operatorname{tr}D=\operatorname{tr}(FD)-\operatorname{tr}(DF)=0,
\end{equation}
where the finite basis guarantees that both traces exist and are equal. Neither argument needs a static $h$.

\paragraph{Energy.}
Differentiating (\ref{eq:E}) gives
\begin{align}
\dot E&=\operatorname{tr}(\dot hD)+\operatorname{tr}(h\dot D)
+\tfrac12\operatorname{tr}(G(\dot D)D)+\tfrac12\operatorname{tr}(G(D)\dot D)\nonumber\\
&=\operatorname{tr}(\dot hD)+\operatorname{tr}(F\dot D),
\label{eq:Edot}
\end{align}
because Lemma 3 makes the two interaction terms equal. The equation of motion removes the last term:
\begin{equation}
\operatorname{tr}(F\dot D)=-i\bigl[\operatorname{tr}(FFD)-\operatorname{tr}(FDF)\bigr]=0 .
\end{equation}
Thus $\dot E=\operatorname{tr}(\dot hD)$, the power supplied by the external change of $h$. This completes the proof of the theorem. $\square$

\section{Conditions and limits}

\paragraph{A frozen Fock matrix.}
Let $F_0=F(D_0)$ be held fixed after the density $D_0$, with $h$ static. The motion is still unitary, so idempotency and particle number survive. The conserved energy-like quantity is now $\operatorname{tr}(F_0D)$. With $\Delta=D-D_0$, expansion of (\ref{eq:E}) gives
\begin{equation}
E(D)-E(D_0)=\operatorname{tr}(F_0\Delta)+\tfrac12\operatorname{tr}(G(\Delta)\Delta)
=\tfrac12\operatorname{tr}(G(\Delta)\Delta).
\label{eq:frozen}
\end{equation}
The energy error is of second order in the change of density and need not vanish.

\paragraph{What conservation does not establish.}
An explicit Runge--Kutta step adds commutators to $D$, each with zero trace, so in exact arithmetic it keeps $\operatorname{tr}D$ for a step of any length. Even all three laws together do not certify a trajectory: the wrong equation $i\dot D=\lambda[F(D),D]$, with a real constant $\lambda\ne1$, obeys them for static $h$ while running at the wrong speed. A practical integrator can do the same. For static $h$, take the step $D_1=e^{-i\tau F_m}D_0e^{i\tau F_m}$ with $F_m=F\bigl(\tfrac12(D_0+D_1)\bigr)$ solved self-consistently. The step is unitary, and Lemma 3 gives $E(D_1)-E(D_0)=\operatorname{tr}\bigl(F_m(D_1-D_0)\bigr)=0$, so all three laws hold for any $\tau$ at which the step can be solved. In the free motion of the LiH example below, $\tau=1$ keeps the energy to about $10^{-13}$ hartree while $\operatorname{tr}(zD)$ at $t=50$ is wrong by 0.05 bohr. Convergence with the time step must be checked on the observable itself.

\paragraph{Relation to the exact dynamics.}
For a one-electron operator $A$, both $A\Phi$ and $A^\dagger\Phi$ lie in the tangent space. Condition (\ref{eq:DF}) then gives $\langle A\Psi|\dot\Psi\rangle=-i\langle A\Psi|H\Psi\rangle$, and likewise for $A^\dagger$. These are the overlaps that determine $d\langle A\rangle/dt$. At a common determinant, the exact and mean-field rates of $D$ therefore agree. For static $H$ the two densities can differ from order $t^2$ onward, because the exact state may leave the set of determinants. The conserved idempotency belongs to the mean-field model and is not a general property of the exact one-electron density matrix.

\paragraph{Nonorthogonal basis functions.}
For a static overlap matrix $S$, let $P$ and $F_S$ be the density and Fock matrices in the original basis. Then $D=S^{1/2}PS^{1/2}$ and $F=S^{-1/2}F_SS^{-1/2}$. Multiplying (\ref{eq:TDHF}) by $S^{1/2}$ on both sides gives
\begin{equation}
iS\dot PS=F_SPS-SPF_S .
\end{equation}
The corresponding conditions are $PSP=P$ and $\operatorname{tr}(PS)=N$. If the basis functions move, terms containing their time derivatives enter and this equation is incomplete; $S$ then generally depends on time as well.

\section{Example: LiH after a field pulse}

Take LiH at a chosen separation of 3.0 bohr in the STO-3G basis, with $K=12$ and $N=4$. The tangent space has dimension $1+4\times8=33$, which is the rank found numerically. For a random determinant with complex, spin-mixed orbitals, the numerical check compares the Dirac--Frenkel projection, computed without the Fock matrix, with the commutator. The rates differ by $3\times10^{-15}$ in norm, against a rate of norm 2.60 atomic units. The exact and mean-field densities then separate by $2.08\times10^{-6}$ at $t=0.004$ and $5.19\times10^{-7}$ at $t=0.002$. The ratio of 4.00 is that of a quadratic departure.

The molecule next starts in its restricted Hartree--Fock ground state, and the nuclei are clamped. A field along the bond adds $f(t)z$ to $h$, with $f(t)=0.02\sin^2(\pi t/10)$ for $0\le t\le10$ and zero afterwards, all in atomic units. The sign is that of an electron of charge $-1$. Because $f$ vanishes at both ends of the pulse, the theorem gives the absorbed energy as
\begin{equation}
\Delta E=\int_0^{10}\dot f(t)\operatorname{tr}(zD(t))\,dt .
\end{equation}
The energies below include the constant nuclear repulsion. Their difference is
\begin{equation}
\Delta E=-7.860488-(-7.862246)=0.001758\ \text{hartree},
\end{equation}
or 0.0478 eV. The work integral, evaluated separately by quadrature, also gives 0.001758 hartree. This value belongs to the minimal basis and is not a converged property of LiH: the same pulse deposits about three times as much in larger bases, 0.0048 hartree in cc-pVDZ and 0.0053 hartree (0.145 eV) in aug-cc-pVTZ.

During the following 40 atomic units of free motion, $\operatorname{tr}(zD)$ varies over a range of 0.263 bohr, while the largest energy drift at the sampled times is $7.1\times10^{-15}$ hartree. The quantities $\operatorname{tr}(hD)$, $\frac12\operatorname{tr}(GD)$ and $\operatorname{tr}(FD)$ all have the same range, 0.0208 hartree. This follows from (\ref{eq:E}): with constant $E$, the first two must change by opposite amounts, and $\operatorname{tr}(FD)=E+\frac12\operatorname{tr}(GD)$. The trace of $FD$ is thus no substitute for the energy as a monitor.

If the Fock matrix is instead frozen at the end of the pulse, the electron-number error and the norm of $D^2-D$ stay below $10^{-14}$, but the energy varies over 0.00167 hartree. Relative to the absorbed energy this is $0.00167/0.00176\approx0.95$. Number and idempotency give no sign of the fault, whereas the energy exposes it. The sizes quoted depend on the basis. In bases from 6-31G to aug-cc-pVTZ the range of $\operatorname{tr}(zD)$ lies between 0.48 and 0.65 bohr, that of $\operatorname{tr}(hD)$ between 0.044 and 0.091 hartree, and this ratio between 0.72 and 0.81.

\section*{Table of computed values}
\begin{verbatim}
LiH, STO-3G; atomic units unless stated
bond length: 3.0 bohr
spin orbitals K: 12; electrons N: 4
nuclear repulsion: 1.000000 hartree
ground-state energy: -7.86224631 hartree
Random complex determinant
tangent-space dimension: 33
energy from many-electron state: -3.50942475 hartree
energy from density matrix: -3.50942475 hartree
largest error of F_ai: 8.3e-16 hartree
norm of dD/dt: 2.600505 a.u.
projected rate minus commutator rate: 3.4e-15 a.u.
exact rate minus commutator rate: 2.6e-15 a.u.
part of H Psi outside tangent space: 0.265011 hartree
error of rebuilt state derivative: 2.8e-15 a.u.
exact minus TDHF density at t=0.004 a.u.: 2.0766e-06
exact minus TDHF density at t=0.002 a.u.: 5.1913e-07
ratio of these departures: 4.0002
energy-gradient error: 7.1e-15 hartree
fractional-occupation spectrum error: 8.9e-16
Pulse and free evolution
peak field: 0.020 a.u.
pulse length: 10.0 a.u. = 0.2419 fs
final time: 50.0 a.u. = 1.2094 fs
absorbed energy: 0.00175839 hartree = 0.04785 eV
work integral: 0.00175839 hartree
Columns: t (a.u.), static-H energy (hartree), tr(zD) (bohr)
  0.0  -7.86224631  4.910368
  5.0  -7.86130855  4.852284
 10.0  -7.86048792  4.861377
 20.0  -7.86048792  4.852428
 30.0  -7.86048792  4.915131
 40.0  -7.86048792  4.896191
 50.0  -7.86048792  4.818798
Over the free evolution
largest energy drift: 7.1e-15 hartree
range of tr(hD): 0.020755 hartree
range of tr(GD)/2: 0.020755 hartree
range of tr(FD): 0.020755 hartree
range of tr(zD): 0.262629 bohr
Over pulse and free evolution
largest electron-number error: 3.6e-15
largest norm of D^2-D: 2.0e-15
Free evolution with frozen Fock matrix
range of energy: 0.00167385 hartree
largest electron-number error: 3.1e-15
largest norm of D^2-D: 2.1e-15
\end{verbatim}
